\section*{Why thick masks give different grating pitches different best focuses}

\section{A grating with no thickness}

Take a mask of infinitely thin, perfectly opaque lines separated by openings of equal width, lit from straight above by coherent light of vacuum wavelength $\lambda$. All lengths are first measured at wafer scale, where the pitch is $p$. With an opening centred at $x=0$, the transmitted field is 1 for $|x|<p/4$ and 0 elsewhere in the period. Its first two Fourier amplitudes are
\begin{equation}
a_0=\frac12,\qquad
a_1=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi x}{p}\,dx=\frac1\pi ,
\end{equation}
and $a_{-1}=a_1$ by symmetry. Let the lens pass orders $0$ and $\pm1$ and stop the rest, which requires $\lambda/p\le \mathrm{NA}<2\lambda/p$. The electric field is parallel to the lines (TE), so the three waves add as scalars.

Fields vary as $e^{i(kz-\omega t)}$, with $k=2\pi/\lambda$ and $z$ positive downstream. In water of index $n$, the zero order advances in phase by $knz$, and the first orders by $k\sqrt{n^2-(\lambda/p)^2}\,z$. The difference per unit length is
\begin{equation}
g(p)=k\left[n-\sqrt{n^2-(\lambda/p)^2}\right].
\label{g}
\end{equation}
Taking out the common factor $e^{iknz}$ leaves the field $a_0+2a_1e^{-igz}\cos(2\pi x/p)$. For complex amplitudes with $\Delta\phi=\arg(a_1/a_0)$, its squared modulus is
\begin{align}
I={}&|a_0|^2+4|a_0a_1|\,C\cos\frac{2\pi x}{p}
+4|a_1|^2\cos^2\frac{2\pi x}{p},\nonumber\\
C={}&\cos(\Delta\phi-gz).
\label{image}
\end{align}
For the thin opaque mask $\Delta\phi=0$ and $C=\cos gz$. Every pitch is then sharpest at $z=0$. The three-beam image also repeats at multiples of $2\pi/g$, which depend on pitch, but these more distant planes are not used here. Near $z=0$ the pitches differ in how fast they blur, but not in where they are sharpest.

\section{What a phase between the orders does}

Focus enters (\ref{image}) through $C$ alone. At the nominal edge $x=p/4$ the cosine vanishes, so $I=|a_0|^2$, and the last term has zero slope there. The logarithmic slope, made dimensionless with the line width $p/2$, is therefore
\begin{equation}
\frac p2\left|\frac{1}{I}\frac{dI}{dx}\right|
=\frac p2\,\frac{2\pi}{p}\,\frac{4|a_0a_1|\,|C|}{|a_0|^2}
=4\pi\left|\frac{a_1}{a_0}\right||C| .
\label{slope}
\end{equation}
It is largest, with the bright line under the opening, when $C=1$. On the branch nearest zero this gives
\begin{equation}
z^*(p)=\frac{\Delta\phi(p)}{g(p)} .
\label{zstar}
\end{equation}
The planes with $C=-1$ are equally sharp, but there the image is displaced by half a period. Since $C$ is the same at $z^*+s$ and $z^*-s$, the whole intensity pattern is symmetric in focus about $z^*$, so any measure of sharpness is stationary there. A real lens also multiplies each order by a positive factor that depends on its angle. This changes the moduli in (\ref{image}) and leaves $z^*$ alone.

Unequal phases do not by themselves separate the focuses. If $\Delta\phi(p)=z_c\,g(p)$ for all pitches, they all move together to $z_c$, and moving the wafer removes the effect. What matters is how the dependence of $\Delta\phi$ on pitch differs from that of $g$. For $\lambda/p\ll n$, expanding the root in (\ref{g}) gives
\begin{equation}
g\approx k\,\frac{(\lambda/p)^2}{2n}=\frac{\pi\lambda}{np^2}.
\label{gpar}
\end{equation}
In this paraxial limit only a phase proportional to $1/p^2$ is a common focus shift.

A thin mask can already fail this condition. Let the absorber transmit a field $\tau$ relative to the opening, and let a fraction $f$ of the period be open. The uniform part $\tau$ has no first harmonic, so
\begin{equation}
a_0=f+(1-f)\tau,\qquad a_1=(1-\tau)\frac{\sin\pi f}{\pi}.
\label{thin}
\end{equation}
If $\tau$ is complex, $\Delta\phi$ is nonzero and, at fixed $f$, independent of pitch; $z^*$ then grows as $p^2$ in the paraxial limit. For $f=1/2$ and small $\tau$, $\Delta\phi\approx-2\,\mathrm{Im}\,\tau$. A nearly opaque absorber makes this small, and the phase must then come from somewhere else.

\section{The edges as sources}

Let the mask be $M$ times larger than the image, with pitch $P=Mp$ and coordinates $X,Z$. Near each absorber edge the true field differs from the thin-mask field by some $\delta u(X)$. If this disturbance is narrow compared with $P$, and neighbouring edges do not affect each other, its leading effect is fixed by one complex length,
\begin{equation}
\beta=\int\delta u\,dX .
\end{equation}
The edges lie at $X=\pm fP/2$. Their contribution to order $m$ is $(\beta/P)(e^{-i\pi mf}+e^{i\pi mf})$, so that
\begin{align}
a_0&=f+(1-f)\tau+\frac{2\beta}{P},\nonumber\\
a_1&=(1-\tau)\frac{\sin\pi f}{\pi}+\frac{2\beta\cos\pi f}{P}.
\label{edge}
\end{align}
Set $\tau=0$ and let $|\beta|/P$ be small. The argument of each amplitude is then its imaginary part divided by its real part:
\begin{equation}
\Delta\phi\approx-\frac{2\,\mathrm{Im}\,\beta}{P}
\left[\frac1f-\pi\cot\pi f\right].
\label{phase}
\end{equation}
For equal lines and openings the cotangent vanishes and $\Delta\phi\approx-4\,\mathrm{Im}\,\beta/P$. The two edges then sit at zeros of the first harmonic, so they change the phase of order 0 and not of order 1. The wider the period, the smaller the share of the edges in the transmitted light, which is the origin of the factor $1/P$. With (\ref{gpar}),
\begin{equation}
z^*\approx-\frac{4\,\mathrm{Im}\,\beta}{Mp}\,\frac{np^2}{\pi\lambda}
=-\frac{4n\,\mathrm{Im}\,\beta}{\pi M\lambda}\,p .
\label{linear}
\end{equation}
In terms of the pupil coordinate $s=\lambda/p$, the mask phase is a cone, proportional to $|s|$, while defocus is a bowl, proportional to $s^2$. No bowl matches a cone at more than one nonzero radius.

Fixing the opening width $w=fP$ instead of $f$ gives a different limit. For small $f$, $\pi\cot\pi f\approx 1/f-\pi^2f/3$, and (\ref{phase}) becomes
\begin{equation}
\Delta\phi\approx-\frac{2\pi^2}{3}\,\frac{w\,\mathrm{Im}\,\beta}{P^2}.
\end{equation}
This has the $1/p^2$ form of defocus, so within the paraxial edge model widely spaced equal openings share one best focus. The limit also needs $w\gg2|\beta|$, edges that remain independent, and $\tau=0$. To first order, leakage adds $-\mathrm{Im}\,\tau/f=-\mathrm{Im}\,\tau\,P/w$ to $\Delta\phi$, which grows with pitch while the edge term falls. For the absorber of the worked case below and $w=320$ nm, it reverses the sign of $\Delta\phi$ between $P=1600$ and 2400 nm.

\section{Where the edge phase comes from}

Inside an opening of depth $d$ write the field as $\psi(X,Z)e^{ikZ}$. The wave equation becomes $\psi_{XX}+2ik\psi_Z+\psi_{ZZ}=0$. For light travelling mainly along $Z$ the last term is small, and
\begin{equation}
\frac{\partial\psi}{\partial Z}=D\,\frac{\partial^2\psi}{\partial X^2},
\qquad D=\frac{i}{2k}.
\end{equation}
This is a diffusion equation with an imaginary diffusivity. Consider one wall at $X=0$, idealized by $\psi=0$, and a uniform field $\psi=1$ entering at $Z=0$. The solution is $\psi=\mathrm{erf}(X/\ell)$ with $\ell^2=4DZ$. At depth $d$, $\ell^2=2id/k$, and the missing field is
\begin{equation}
\int_0^\infty(1-\psi)\,dX=\ell\int_0^\infty\mathrm{erfc}(y)\,dy
=\frac{\ell}{\sqrt\pi}=e^{i\pi/4}\sqrt{\frac{2d}{\pi k}} .
\end{equation}
The $y$ integral follows by parts, since it equals $(2/\sqrt\pi)\int_0^\infty y\,e^{-y^2}dy=1/\sqrt\pi$. (The path in $y$ is turned onto the real axis, which a slight absorption in the medium justifies.) Missing field counts negatively in $\beta$, and $\sqrt2\sin(\pi/4)=1$, so the wall contributes
\begin{equation}
\mathrm{Im}\,\beta_{\rm wall}=-\sqrt{\frac{d}{\pi k}} .
\label{wall}
\end{equation}
The wall thus takes from order 0 a field with a phase of its own, and what remains of order 0 has gained less phase than a free wave. (A wall with $\psi=0$ absorbs no power; the light goes into other directions.) By (\ref{phase}) $\Delta\phi$ is positive and best focus moves downstream.

The disturbance has a finite width, and for the ideal wall this settles which plane the phases should refer to. With $Q=2\pi/P$ and $f=1/2$, the first harmonic at a distance $X$ inside an edge is $\sin QX\approx QX$. At the exit plane $a_1$ therefore loses
\begin{equation}
\frac{2Q}{P}\int_0^\infty X\,\mathrm{erfc}(X/\ell)\,dX
=\frac{2Q}{P}\,\frac{\ell^2}{4}=\frac{iQd}{Pk}.
\end{equation}
Divided by $1/\pi=2/(QP)$, the relative loss is $iQ^2d/(2k)$. That is the paraxial phase lag of order 1 behind order 0 over a free path $d$. If the orders are traced back through air to the glass surface that carries the absorber, the lag cancels and, for the ideal wall, (\ref{edge}) holds to this order. For the absorbing wall of the worked case below the cancellation is incomplete: order 1 keeps a phase of 0.039 rad at 160 nm pitch and 0.014 rad at 260 nm. This falls roughly as $1/P^2$ and acts like a common focus shift of about 2 nm, which (\ref{edge}) does not contain. All phases below refer to that surface, with $z=0$ as its image.

\section{A worked case}

Take $\lambda=193$ nm, water with $n=1.44$, $\mathrm{NA}=1.35$ and $M=4$. The absorber has index $1.2+2.0i$ and thickness 80 nm, and lies on glass of index 1.56; half of each period is open. Three beams require pitches from 143 nm to just below 286 nm. Solving the full TE wave problem of the mask gives the following phases, with $z^*$ from (\ref{zstar}).

\begin{center}
\begin{tabular}{ccccc}
$p$ (nm) & $\Delta\phi$ (rad) & $g$ (rad/nm) & $z^*$ (nm) & edge model (nm)\\
160 & 0.186 & 0.0213 & 8.7 & 6.1\\
180 & 0.144 & 0.0156 & 9.2 & 7.4\\
220 & 0.110 & 0.0097 & 11.3 & 9.5\\
260 & 0.096 & 0.0067 & 14.4 & 11.5
\end{tabular}
\end{center}

At 160 nm, for example, $0.1857/0.02128=8.73$ nm. A search for the steepest edge in the image formed by the three orders reproduces the tabulated $z^*$ of each pitch. When the three orders keep their moduli but lose their phases, the search returns to within 0.01 nm of zero, so the phases cause the shift. The mask solution was also tested at 160 nm against a finite-difference solution: the ratio $a_1/a_0$ is $0.679+0.128i$ from the first and $0.678+0.128i$ from the second.

The last column uses (\ref{edge}) with the exact $g$ and $\beta=-13.2-19.8i$ nm, taken from one grating of mask pitch 4000 nm. At $p=160$ nm, $-4\,\mathrm{Im}\,\beta/P=79.2/640=0.124$ rad, and the full expression (\ref{edge}) gives 0.131 rad. The wave solution gives 0.186 rad, so the edge model is 30\% low there; over the four pitches its rms phase error is 24\% of the rms phase. It does give the sign, the trend and most of the size. The focus range is 5.6 nm in the wave solution and 5.4 nm in the edge model.

The computed $z^*$ grows by a factor 1.64 from 160 to 260 nm, close to the pitch ratio 1.63. This agreement with (\ref{linear}) is partly fortuitous. Between these two pitches the phase falls by more than $1/p$ would give, and $g$ by more than $1/p^2$, and the two departures nearly cancel in the ratio. Nor is the growth smooth. At $p=193$ and 241 nm the mask pitch equals four and five wavelengths, and a further order starts to propagate in air. There $z^*(p)$ has kinks, and close to them it can fall slightly with pitch. From 241 nm to the three-beam limit it is almost level.

Leakage through the absorber is not the cause. Here $\tau=0.0063+0.0012i$, and (\ref{thin}) gives $-0.0024$ rad, or focuses between $-0.1$ and $-0.4$ nm. Doubling the thickness does change the edges: $\mathrm{Im}\,\beta$ goes from $-19.8$ to $-31.8$ nm, a change of $-12.0$ nm, where (\ref{wall}) predicts $-11.6$ nm. At 80 nm, however, (\ref{wall}) alone gives $-28$ nm. The remaining $+8$ nm is the net effect of everything (\ref{wall}) leaves out, including the dropped term $\psi_{ZZ}$, the entrance from glass and penetration into the absorber; these parts were not separated. The ideal-wall law thus describes the growth with thickness here, but not the whole edge phase.

\section{In what sense it is an aberration}

For one family of gratings under fixed illumination, a thin mask and a lens with pupil phase $\Delta\phi$ at $s=\lambda/p$ would give the same focus shifts. The phase nevertheless belongs to the mask. At 220 nm pitch, opening 70\% of the period instead of 50\% leaves the orders at the same pupil points but raises $\Delta\phi$ from 0.110 to 0.175 rad; the edge model gives 0.092 and 0.162 rad. A lens adjusted to cancel the first value would leave the second grating $(0.175-0.110)/0.0097\approx7$ nm out of focus.

A common refocus of 9.5 nm, chosen by least squares in phase, leaves residuals between $-0.016$ and $0.033$ rad. The plane for which the lens is corrected matters too. If it is the exit face of the absorber (labelled its top in the output) instead of the glass surface, the focuses run from 3.0 to 7.6 nm, and their range falls from 5.6 to 4.6 nm. At high NA a displacement on the mask side is not quite a common displacement at the wafer.

Separated focuses need not shrink the usable focus range. By (\ref{slope}), the slope stays above 90\% of its peak within $\pm\arccos(0.9)/g$ of $z^*$, which is $\pm21$ nm at 160 nm pitch and $\pm67$ nm at 260 nm. The narrowest window, from $-12$ to $30$ nm, lies inside all the others, so the common window is 42 nm, as it would be if the focuses agreed. By this criterion, a pair of pitches loses range only when their focuses differ by more than their half-windows do.

\section{Beside a real exposure}

The wavelength, NA and reduction are those of water-immersion lithography. The absorber is a round-number model of an opaque film, with a thickness of the right rough size. The source is a single direction, whereas a real source has a finite extent. A slit source reaching 0.2 of the NA to either side, sampled at nine points, moves the four focuses to 7.6, 5.3, 6.1 and 24.6 nm. So coarse a sampling fixes these values only to within 1 or 2 nm, but the largest change is close to 10 nm, and the focus no longer grows from each listed pitch to the next. At 180 and 220 nm all source points still give three beams, but tilted incidence alters both the mask phases and the axial wavenumber differences. Tilts beyond about 0.1 of the NA admit a second order at 260 nm and lose a first order at 160 nm. The shares of these effects in the focus changes were not separated.

Polarization matters as much. With the magnetic field along the lines (TM), the term mixing orders 0 and 1 acquires a positive factor, the cosine of the angle between the beams, and (\ref{zstar}) still locates its maximum. The focuses become 2.7, 1.8, 1.3 and 0.0 nm. They fall over these four pitches, but not steadily in between: at 240 nm the focus is back at 2.3 nm. The growth of $z^*$ with pitch is therefore a result for TE light on this mask, not a general rule for thick masks. Resist thickness, sloping absorber walls and true lens aberrations are left out, and their effect was not estimated. The focus values at the four tabulated pitches are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
wavelength 193 nm, NA 1.35, reduction 4
indices: glass 1.56, water 1.44, absorber 1.2+2.0j
absorber thickness 80 nm, open fraction 0.5
order ratio a1/a0 at 160 nm, modal solver 0.6787+0.1275j
order ratio a1/a0 at 160 nm, grid solver  0.6781+0.1279j
truncation change of phase: TE 4.5e-05, TM 7.4e-05 rad
pitch 160 nm: phase 0.1857 rad = 29.6 mwaves, g 0.02128 rad/nm
  best focus: formula 8.73 nm, image search 8.73 nm
  edge-model phase 0.1307 rad, focus 6.14 nm
  focus with absorber-top reference 3.03 nm
  peak log-slope 11.469, 90% half-window 21.2 nm
  residual phase after common refocus -0.0157 rad
  focus: slit source sigma 0.2 7.63 nm, TM 2.72 nm
  focus of thin mask with leakage -0.11 nm
pitch 180 nm: phase 0.1439 rad = 22.9 mwaves, g 0.01559 rad/nm
  best focus: formula 9.23 nm, image search 9.23 nm
  edge-model phase 0.1149 rad, focus 7.37 nm
  focus with absorber-top reference 3.12 nm
  peak log-slope 10.259, 90% half-window 28.9 nm
  residual phase after common refocus -0.0037 rad
  focus: slit source sigma 0.2 5.32 nm, TM 1.78 nm
  focus of thin mask with leakage -0.15 nm
pitch 220 nm: phase 0.1096 rad = 17.4 mwaves, g 0.00970 rad/nm
  best focus: formula 11.29 nm, image search 11.29 nm
  edge-model phase 0.0924 rad, focus 9.52 nm
  focus with absorber-top reference 4.76 nm
  peak log-slope 9.511, 90% half-window 46.5 nm
  residual phase after common refocus 0.0177 rad
  focus: slit source sigma 0.2 6.08 nm, TM 1.25 nm
  focus of thin mask with leakage -0.25 nm
pitch 260 nm: phase 0.0964 rad = 15.3 mwaves, g 0.00671 rad/nm
  best focus: formula 14.36 nm, image search 14.36 nm
  edge-model phase 0.0771 rad, focus 11.49 nm
  focus with absorber-top reference 7.62 nm
  peak log-slope 8.944, 90% half-window 67.2 nm
  residual phase after common refocus 0.0328 rad
  focus: slit source sigma 0.2 24.57 nm, TM -0.02 nm
  focus of thin mask with leakage -0.36 nm
best-focus range over pitches 5.63 nm
same range, absorber-top reference 4.59 nm
common refocus 9.47 nm
common 90% window 42.4 nm; if all foci agreed 42.4 nm
edge length beta -13.24-19.80j nm; at double thickness -25.60-31.77j nm
growth of Im beta: computed -11.97 nm, diffusion law -11.58 nm
relative rms error of edge-model phase 0.243
relative film leakage tau 0.00633+0.00119j, thin-mask phase -0.00239 rad
phase at 1000 nm wafer pitch 0.0186 rad
220 nm pitch, open fraction 0.7: phase 0.1752 rad, edge model 0.1616 rad
\end{verbatim}
